# Slater-Condon rules for a three-body operator, with a transcorrelated example

## What goes wrong without the rules

A transcorrelated Hamiltonian contains an operator that acts on three electrons at once. Suppose its integrals are known and a configuration-interaction matrix is to be built from them. The three-body operator couples determinants that differ by three spin orbitals, but it also contributes to the diagonal, to single excitations and to double excitations, each time through a different sum of integrals. In the example below, the single and double elements considered are both larger in magnitude than the triple one.

Signs matter as well. In a random test with four electrons in eight spin orbitals, the largest matrix element has magnitude 6.62, and leaving out the ordering phase produces errors of up to 11.08. We therefore need to know which integrals enter each element, how often, and with what sign.

## Operator and conventions

The operator is

\[
L=\sum_{i<j<k} l(i,j,k),
\]

where \(i,j,k\) label electrons here and \(l\) is unchanged when the three particles are relabelled together. A kernel without this symmetry must first be averaged over the six relabellings. Hermiticity is not assumed.

The spin orbitals \(\phi_p\) are orthonormal, and bra and ket determinants use the same set. With \(x\) denoting position and spin, the integrals are

\[
\langle pqr|l|stu\rangle=\int dx_1dx_2dx_3\,
\phi_p^*(x_1)\phi_q^*(x_2)\phi_r^*(x_3)\,l\,
\phi_s(x_1)\phi_t(x_2)\phi_u(x_3).
\]

A determinant with orbitals \(d_1<\dots<d_N\) is

\[
|D\rangle=a_{d_1}^\dagger\cdots a_{d_N}^\dagger|0\rangle .
\]

It is the normalized, antisymmetrized form of the product \(\phi_{d_1}(x_1)\cdots\phi_{d_N}(x_N)\).

## Second quantization and the factor 1/6

Because \(L\) treats all electrons alike, it commutes with the antisymmetrizer. We may let it act on the orbital product and antisymmetrize afterwards. Acting on three factors of the product,

\[
l\,\phi_s\phi_t\phi_u=\sum_{pqr}\phi_p\phi_q\phi_r\,\langle pqr|l|stu\rangle .
\]

This expansion needs a complete orbital set. For an element \(\langle D'|L|D\rangle\), however, \(p,q,r\) must be occupied in \(D'\), so a finite set containing the orbitals of both determinants suffices.

Thus \(L|D\rangle\) is a sum over triples of occupied orbitals, each replaced in place: \(s\to p\), \(t\to q\), \(u\to r\). The string

\[
E^{pqr}_{stu}=a_p^\dagger a_q^\dagger a_r^\dagger a_u a_t a_s
\]

does the same. To see this, move \(s,t,u\) to the front of the determinant, at the cost of a sign \(\eta=\pm1\):

\[
|D\rangle=\eta\,a_s^\dagger a_t^\dagger a_u^\dagger|R\rangle .
\]

The operators \(a_s\), \(a_t\), \(a_u\), acting in that order, each remove the leading orbital without a sign. This leaves \(\eta|R\rangle\), and the creators give \(\eta\,a_p^\dagger a_q^\dagger a_r^\dagger|R\rangle\). Moving \(p,q,r\) back to the vacated places costs \(\eta\) again, and \(\eta^2=1\).

An unrestricted sum over \(s,t,u\) meets each occupied triple in six orders. All six contribute equally: a joint relabelling leaves the integral unchanged, and the signs from reordering creators and annihilators cancel. Hence

\[
L=\frac16\sum_{pqrstu}\langle pqr|l|stu\rangle\,
a_p^\dagger a_q^\dagger a_r^\dagger a_u a_t a_s .
\]

## Antisymmetrized integrals

Define, without a normalization factor,

\[
\begin{aligned}
\langle pqr\|stu\rangle={}&\langle pqr|l|stu\rangle+\langle pqr|l|tus\rangle+\langle pqr|l|ust\rangle\\
&-\langle pqr|l|tsu\rangle-\langle pqr|l|uts\rangle-\langle pqr|l|sut\rangle .
\end{aligned}
\]

It changes sign when two ket indices are exchanged. By the joint relabelling symmetry, it also changes sign when two bra indices are exchanged.

Now group the sum for \(L\) by sets. Strings with a repeated creator or annihilator vanish. For fixed sets \(P=\{p<q<r\}\) and \(S=\{s<t<u\}\), let \(\rho\) and \(\sigma\) run over the orderings of each. Reordering the string gives \(\operatorname{sgn}\rho\,\operatorname{sgn}\sigma\), so the contribution is

\[
\frac16\sum_{\rho,\sigma}\operatorname{sgn}\rho\,\operatorname{sgn}\sigma\,
\langle\rho P|l|\sigma S\rangle\,E^{P}_{S}.
\]

A joint relabelling brings the bra to the order \(P\) and the ket to some order \(\pi S\), with \(\operatorname{sgn}\pi=\operatorname{sgn}\rho\,\operatorname{sgn}\sigma\). At fixed \(\rho\), the sum over \(\sigma\) is a sum over all \(\pi\), which gives \(\langle P\|S\rangle\). The six choices of \(\rho\) cancel the factor \(1/6\):

\[
L=\sum_{p<q<r}\ \sum_{s<t<u}\langle pqr\|stu\rangle\,E^{pqr}_{stu}.
\]

Exchanging two indices within \(P\), or within \(S\), changes the sign of both the integral and the string. Each summand therefore depends on the sets alone, and we may list their members in any convenient order.

## Which strings connect two determinants

Let \(I\) be the orbitals found in \(D\) but not in \(D'\), \(A\) those in \(D'\) but not in \(D\), and \(C\) the common ones. Both \(I\) and \(A\) have \(m\) members.

A string removes \(S\) from \(D\) and adds \(P\). It can reach \(D'\) only if the remainders agree:

\[
D\setminus S=D'\setminus P .
\]

This remainder lies in both determinants, hence in \(C\). So \(S\) must contain all of \(I\), and \(P\) all of \(A\). The rest of \(S\) is a set \(K\subset C\) of \(3-m\) orbitals, and equality of the remainders forces the same \(K\) into \(P\):

\[
S=I\cup K,\qquad P=A\cup K,\qquad |K|=3-m .
\]

For \(m>3\) there is no such \(K\), and the element is zero. The orbitals in \(K\) are spectators: they take part in the three-body interaction but are occupied before and after it.

## One sign for all spectators

List the sets as \(S=(I,K)\) and \(P=(A,K)\), and write the ket with \(I\) in front, as \(|I\,C\rangle\). The annihilators of \(I\) act first and leave \(|C\rangle\) without a sign. Next comes the spectator part. For one spectator it is \(a_k^\dagger a_k=n_k\). For two different ones,

\[
a_j^\dagger a_k^\dagger a_k a_j=a_j^\dagger n_k a_j=n_k\,a_j^\dagger a_j=n_jn_k,
\]

since \(n_k\) commutes with \(a_j\) for \(j\ne k\). The same step repeated gives \(n_in_jn_k\) for three. All these occupation numbers are one in \(|C\rangle\). Finally, the creators of \(A\) give \(|A\,C\rangle\). Therefore

\[
\langle D'|L|D\rangle=\Gamma\sum_{K}\langle A\,K\|I\,K\rangle,
\qquad
\Gamma=\langle D'|A\,C\rangle\langle I\,C|D\rangle .
\]

The sign \(\Gamma\) does not depend on \(K\), so it is computed once per pair of determinants.

To evaluate it, let the members of \(I\), in ascending order, stand at positions \(n_1<\dots<n_m\) in \(D\), counted from zero. Moving the first to the front takes \(n_1\) transpositions. The second must stop behind the first and takes \(n_2-1\); the third takes \(n_3-2\). The total is

\[
\sum_{\mu=1}^m n_\mu-\frac{m(m-1)}2 .
\]

The same holds for \(A\) in \(D'\), at positions \(n'_\mu\). The two constants add to \(m(m-1)\), a product of consecutive integers and hence even. What remains is

\[
\Gamma=(-1)^{\sum_\mu n_\mu+\sum_\mu n'_\mu}.
\]

Counting positions from one adds \(2m\) to the exponent and changes nothing.

## The rules

From here on, \(i,j,k\) and \(a,b,c\) denote spin orbitals, with \(I=\{i,\dots\}\) and \(A=\{a,\dots\}\) in ascending order.

No difference:

\[
\langle D|L|D\rangle=\sum_{i<j<k\in D}\langle ijk\|ijk\rangle .
\]

One difference, \(i\to a\):

\[
\langle D'|L|D\rangle=\Gamma\sum_{j<k\in C}\langle ajk\|ijk\rangle .
\]

Two differences, \(i,j\to a,b\):

\[
\langle D'|L|D\rangle=\Gamma\sum_{k\in C}\langle abk\|ijk\rangle .
\]

Three differences, \(i,j,k\to a,b,c\):

\[
\langle D'|L|D\rangle=\Gamma\,\langle abc\|ijk\rangle .
\]

Four or more differences give zero.

In a single excitation, pairs of spectators act on the moving electron like an additional one-body operator. Exchange generally makes this operator nonlocal, so it is not a simple potential. In a double excitation, each spectator modifies the interaction of the moving pair. These effective interactions are fixed by the common orbitals \(C\), so they generally differ between pairs of determinants with different \(C\).

The numbers of antisymmetrized integrals are \(\binom N3\), \(\binom{N-1}2\), \(N-2\) and 1. For ten electrons these are 120, 36, 8 and 1. For more than three electrons, the diagonal element needs the most integrals, and their number grows as \(N^3/6\) for large \(N\).

The kernel \(l=1\) provides a check. Then \(L\) counts electron triples and must equal \(\binom N3\) times the identity. Indeed, \(\langle ijk\|ijk\rangle=1\), because the permuted terms vanish by orthogonality. Each off-diagonal integral contains a bra orbital absent from the ket and vanishes too.

The order of bra and ket matters. The reverse single element \(\langle D|L|D'\rangle\) contains \(\langle ijk\|ajk\rangle\), which is the complex conjugate of \(\langle ajk\|ijk\rangle\) if \(l\) is Hermitian, but need not be otherwise.

The numerical check tests the rules with a complex non-Hermitian kernel against explicit Fock-space matrices built from the unrestricted sum with its factor \(1/6\). For three, four and five electrons in eight spin orbitals, the deviations are at most \(3.7\times10^{-15}\). For comparison, the largest element for four electrons has magnitude 6.62. A separate first-quantized calculation for four electrons, which uses no creation operators, agrees equally well.

## Spin

Let \(l\) be independent of spin, and let each spin orbital be a spatial orbital times \(\alpha\) or \(\beta\). A term of the antisymmetrized integral survives only if the bra and ket spins match for each particle.

If all three spins are equal, all six permutations survive. If two are equal and one differs, the odd electron is fixed and the other two may be exchanged, which leaves two terms. With bra and ket spins both in the order \(\alpha\beta\alpha\), for example,

\[
\langle pqr\|stu\rangle=\langle pqr|l|stu\rangle-\langle pqr|l|uts\rangle ,
\]

where the indices on the right are spatial. If bra and ket contain different numbers of \(\alpha\) spins, the integral is zero.

## The transcorrelated kernel

Take \(J=\sum_{i<j}u(i,j)\), with \(u\) real, symmetric and independent of spin; \(i,j,k\) label electrons again. In atomic units \(T=-\frac12\sum_i\nabla_i^2\). Applying the product rule twice to \(e^J\Phi\) gives

\[
e^{-J}Te^{J}=T-\sum_i\left[\tfrac12(\nabla_i^2J)+(\nabla_iJ)\cdot\nabla_i+\tfrac12(\nabla_iJ)^2\right].
\]

Multiplicative potentials commute with \(J\) and are unchanged. The first two terms in the bracket are linear in \(J\), hence sums over pairs. The last is quadratic. With \(\nabla_iJ=\sum_{j\ne i}\nabla_iu_{ij}\),

\[
-\tfrac12(\nabla_iJ)^2=-\tfrac12\sum_{j\ne i}(\nabla_iu_{ij})^2
-\sum_{\substack{j<k\\ j,k\ne i}}\nabla_iu_{ij}\cdot\nabla_iu_{ik}.
\]

The factor 2 from each cross product has cancelled the \(\frac12\). The first sum is two-body. In the second, each triple of electrons occurs three times, once with each member as the centre \(i\):

\[
l(1,2,3)=-\left[\nabla_1u_{12}\cdot\nabla_1u_{13}
+\nabla_2u_{21}\cdot\nabla_2u_{23}
+\nabla_3u_{31}\cdot\nabla_3u_{32}\right].
\]

This kernel is real and multiplicative, so the three-body part is Hermitian. The non-Hermitian part of the transformed Hamiltonian is the two-body operator \(-X\), with \(X=\sum_i[\frac12(\nabla_i^2J)+(\nabla_iJ)\cdot\nabla_i]\). Integration by parts gives \([(\nabla_iJ)\cdot\nabla_i]^\dagger=-(\nabla_iJ)\cdot\nabla_i-(\nabla_i^2J)\), and therefore \(X^\dagger=-X\).

The argument assumes that \(J\) contains pair terms only. If three-electron terms were added to \(J\), the square of its gradient could join two triples at a common electron and produce five-body terms, which the present rules do not cover.

In one dimension, with real orbitals and even \(u(x_1-x_2)\), define

\[
\rho_{ps}(x)=\phi_p(x)\phi_s(x),\qquad
F_{ps}(x)=\int dy\,u'(x-y)\rho_{ps}(y).
\]

Integrating first over the two electrons that are not the centre gives

\[
\langle pqr|l|stu\rangle=-\int dx\,\left[\rho_{ps}F_{qt}F_{ru}
+F_{ps}\rho_{qt}F_{ru}+F_{ps}F_{qt}\rho_{ru}\right].
\]

The three-dimensional integral is thereby reduced to one-dimensional integrals over precomputed fields.

## Worked example: four electrons in a harmonic well

The spatial orbitals are the four lowest states, numbered 0 to 3, of a one-dimensional harmonic well with \(\omega=1\) in atomic units. The correlation factor is

\[
u(x)=-a\,e^{-x^2/b^2},\qquad a=0.5,\quad b=1\ \text{bohr}.
\]

It lowers the amplitude for two electrons to be close. These are chosen model parameters, not optimized ones. Only the three-body part is evaluated, so the numbers below are not total energies. All are in hartree, and last digits may differ by one through rounding.

The spin orbitals are ordered \(0\alpha,0\beta,1\alpha,1\beta,2\alpha,\dots\), and the reference is \(D=0\alpha0\beta1\alpha1\beta\). Below, \(\langle pqr|stu\rangle\) abbreviates the spatial integral of \(l\).

**Diagonal.** There are four triples, each with a two-plus-one spin pattern. Two contain both electrons of orbital 0:

\[
\langle001|001\rangle-\langle001|100\rangle=-0.027621+0.019335=-0.008286 .
\]

The other two contain both electrons of orbital 1:

\[
\langle011|011\rangle-\langle011|101\rangle=-0.010703+0.019335=0.008632 .
\]

The sum is

\[
\langle D|L|D\rangle=2(-0.008286)+2(0.008632)=0.0007 .
\]

The direct terms alone would give \(2(-0.027621-0.010703)=-0.0766\). Exchange contributes \(4\times0.019335=0.0773\) and nearly cancels them, even reversing the sign. A positive result is allowed: \(-\frac12\sum_i(\nabla_iJ)^2\) as a whole is never positive, but its cross terms separately have no fixed sign.

**Single, \(0\alpha\to2\alpha\).** Here \(D'=0\beta1\alpha1\beta2\alpha\). The orbital \(0\alpha\) stands at position 0 in \(D\), and \(2\alpha\) at position 3 in \(D'\), so \(\Gamma=(-1)^3=-1\). The three spectator pairs give

\[
\begin{aligned}
0\beta1\alpha:&\quad\langle201|001\rangle-\langle201|100\rangle=0.011963+0.011963=0.023926,\\
0\beta1\beta:&\quad\langle201|001\rangle-\langle201|010\rangle=0.011963-0.000000=0.011963,\\
1\alpha1\beta:&\quad\langle211|011\rangle-\langle211|101\rangle=-0.004517+0.011414=0.006897 .
\end{aligned}
\]

Hence

\[
\langle D'|L|D\rangle=-(0.023926+0.011963+0.006897)=-0.042786 .
\]

The integral \(\langle201|010\rangle\) vanishes to the six decimals printed, although reflection parity alone would allow it to be nonzero. The rules do not rely on this.

**Double, \(1\alpha1\beta\to2\alpha2\beta\).** The changed orbitals occupy positions 2 and 3 in both determinants. The exponent is 10, so \(\Gamma=+1\). For the spectator \(0\alpha\),

\[
\langle220|110\rangle-\langle220|011\rangle=-0.005718-0.000388=-0.006107,
\]

where the last digit reflects rounding of the two terms. The spectator \(0\beta\) gives the same value, and the element is \(2(-0.006107)=-0.012214\).

**Triple, \(0\alpha1\alpha1\beta\to2\alpha3\alpha3\beta\).** The removed orbitals stand at positions 0, 2 and 3 in \(D\); the added ones stand at 1, 2 and 3 in \(D'=0\beta2\alpha3\alpha3\beta\). The exponent is \(5+6=11\), so \(\Gamma=-1\). No spectator takes part:

\[
\langle D'|L|D\rangle=-\left[\langle233|011\rangle-\langle233|101\rangle\right]
=-(0.005147+0.002274)=-0.007421 .
\]

The occupied \(0\beta\) affects the sign through the positions, but not the integral.

**Quadruple.** The element with \(2\alpha2\beta3\alpha3\beta\) is zero, since three annihilators cannot empty four orbitals.

The explicit Fock-space matrix gives the same five elements. The largest in magnitude is the single excitation, whose three spectator contributions all have the same sign.

## Numbers as computed

```
Random complex kernel, 8 spin orbitals: rules against Fock matrices
N=3: 56 determinants, max deviation 9.0e-16
N=4: 70 determinants, max deviation 1.8e-15
N=5: 56 determinants, max deviation 3.7e-15
N=4: max |L - L^dagger| = 11.56 (non-Hermitian)
N=4, 0 differences: 70 pairs, 0 with phase -1, max |element| 5.88e+00
N=4, 1 differences: 1120 pairs, 448 with phase -1, max |element| 6.28e+00
N=4, 2 differences: 2520 pairs, 1008 with phase -1, max |element| 6.62e+00
N=4, 3 differences: 1120 pairs, 480 with phase -1, max |element| 3.87e+00
N=4, 4 differences: 70 pairs, 0 with phase -1, max |element| 0.00e+00
N=4: max deviation if the phase is omitted 11.08
N=4: max deviation from first quantization 3.0e-15
Transcorrelated example: 4 electrons, harmonic well, omega = 1 a.u.
u(x) = -a exp(-x^2/b^2): a = 0.5, b = 1.0 bohr
l(0.3,-0.4,0.9 bohr): definition -0.02376675 hartree
l(0.3,-0.4,0.9 bohr): kernel     -0.02376675 hartree
3D quadrature, 3 spin-a electrons: max dev. 8.3e-17 hartree
Terms: signed spatial integrals <pqr|l|stu>, all in hartree
diagonal: 0a0b1a1b -> 0a0b1a1b, phase +1, 4 term(s)
  K=0a0b1a: +<001|001>(-0.027621) -<001|100>(-0.019335) = -0.008286
  K=0a0b1b: +<001|001>(-0.027621) -<001|010>(-0.019335) = -0.008286
  K=0a1a1b: +<011|011>(-0.010703) -<011|101>(-0.019335) = 0.008632
  K=0b1a1b: +<011|011>(-0.010703) -<011|110>(-0.019335) = 0.008632
  element: rule 0.000691, Fock matrix 0.000691 hartree
single: 0a0b1a1b -> 0b1a1b2a, phase -1, 3 term(s)
  K=0b1a: +<201|001>(0.011963) -<201|100>(-0.011963) = 0.023926
  K=0b1b: +<201|001>(0.011963) -<201|010>(-0.000000) = 0.011963
  K=1a1b: +<211|011>(-0.004517) -<211|101>(-0.011414) = 0.006897
  element: rule -0.042786, Fock matrix -0.042786 hartree
double: 0a0b1a1b -> 0a0b2a2b, phase +1, 2 term(s)
  K=0a: +<220|110>(-0.005718) -<220|011>(0.000388) = -0.006107
  K=0b: +<220|110>(-0.005718) -<220|101>(0.000388) = -0.006107
  element: rule -0.012214, Fock matrix -0.012214 hartree
triple: 0a0b1a1b -> 0b2a3a3b, phase -1, 1 term(s)
  K=none: +<233|011>(0.005147) -<233|101>(-0.002274) = 0.007421
  element: rule -0.007421, Fock matrix -0.007421 hartree
quadruple: 0a0b1a1b -> 2a2b3a3b, Fock matrix 0.0e+00 hartree
Integrals summed for N=10 and 0,1,2,3 differences: 120, 36, 8, 1
```
